**Silicon g-type phonon emission: rate formula and size of the corrections**

The program evaluates W = D² m_d^(3/2) √E_f (N+1) / (√2 π ρ ħ³ ω), where D is the coupling, m_d the density-of-states mass of one valley, E_f the final kinetic energy, N the phonon occupation, ρ the mass density and ω the phonon frequency. For a 63 meV phonon, D = 1.1×10⁹ eV/cm, E_f = 0.1 eV and 300 K it prints 5.874×10¹² per second. It asserts that the wave energy behind the phonon amplitude agrees with an atom-by-atom sum on a ring, and that the factor N+1 agrees with a numerically solved oscillator. A golden-rule sum over the k-points of a finite crystal must match the formula within 2%; it gives 5.868×10¹² per second. The decay of one state coupled to a dense set of levels, found by exact diagonalization of that model, must match within 4%; it gives 5.865×10¹² per second. Further assertions cover the nonparabolic density of states, the return of a 200 nm well to the bulk rate, and the rounding of the result to 6×10¹² per second. The output also sizes the effects of lattice temperature, phonon energy, coupling strength, state filling and confinement. A 20% change in D moves the rate to 3.8×10¹² or 8.5×10¹² per second, more than any of the other changes of these kinds that were tried.

## Program and output

```python
"""
Result under test: rate of g-type intervalley phonon emission in silicon,
  W = D^2 m_d^(3/2) sqrt(E_f) (N+1) / (sqrt(2) pi rho hbar^3 omega)
D     coupling (energy per displacement)   rho    crystal mass density
omega phonon angular frequency             N      Bose occupation
m_d   (m_l m_t^2)^(1/3), density-of-states mass of one valley
E_f   kinetic energy after emission, from the bottom of the final valley
One final valley, spin conserved. cgs units unless a name says otherwise.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit

hbar = sc.hbar * 1e7          # erg s
m0 = sc.m_e * 1e3             # g
eV = sc.e * 1e7               # erg
kB_eV = sc.k / sc.e           # eV/K
hbar_eV = sc.hbar / sc.e      # eV s

# Inputs: the problem's values and rough typical silicon parameters
D_eV_cm = 1.1e9
phonon_eV = 0.063
final_eV = 0.1
T = 300.0
ml_rel, mt_rel = 0.92, 0.19
rho = 2.33                    # g/cm^3
alpha = 0.5                   # 1/eV, nonparabolicity
lattice_cm = 5.43e-8
ml, mt = ml_rel * m0, mt_rel * m0
md = (ml * mt**2) ** (1 / 3)
initial_eV = final_eV + phonon_eV


def bose(energy_eV, temp):
    return 1 / np.expm1(energy_eV / (kB_eV * temp))


def dos(E_eV):
    """States per erg and cm^3, one spin and one valley."""
    return (2 * md) ** 1.5 * np.sqrt(E_eV * eV) / (4 * np.pi**2 * hbar**3)


def emission_rate(E_eV, ph_eV=phonon_eV, temp=T, D=D_eV_cm):
    omega_ph = ph_eV * eV / hbar
    top = (D * eV) ** 2 * md**1.5 * np.sqrt(E_eV * eV)
    bottom = np.sqrt(2) * np.pi * rho * hbar**3 * omega_ph
    return top / bottom * (bose(ph_eV, temp) + 1)


omega = phonon_eV * eV / hbar
N = bose(phonon_eV, T)
W = emission_rate(final_eV)

# Test: energy of a travelling optical wave, summed atom by atom on a ring
# of two-atom cells with equal masses (mass 1) and alternating springs.
cells, K1, K2, A = 20, 1.0, 0.6, 0.37
q = 2 * np.pi * 3 / cells
off = -(K1 + K2 * np.exp(-1j * q))
w2, vec = np.linalg.eigh(np.array([[K1 + K2, off], [np.conj(off), K1 + K2]]))
w_opt = np.sqrt(w2[1])
wave = A * np.sqrt(2) * np.outer(vec[:, 1], np.exp(1j * q * np.arange(cells)))
wave = wave * np.exp(-1j * w_opt * 0.7)
assert np.allclose(np.abs(wave), A)
u, v = wave.real, (-1j * w_opt * wave).real
ring_energy = 0.5 * np.sum(v**2) + 0.5 * K1 * np.sum((u[1] - u[0]) ** 2)
ring_energy += 0.5 * K2 * np.sum((np.roll(u[0], -1) - u[1]) ** 2)
wave_formula = 0.5 * (2 * cells) * w_opt**2 * A**2
assert abs(ring_energy / wave_formula - 1) < 1e-10

# Test: thermal emission factor N+1 from a numerically solved oscillator
# (hbar = mass = frequency = 1, so |<n+1|x|n>|^2 should equal (n+1)/2).
x = np.linspace(-9, 9, 1201)
h = x[1] - x[0]
levels, psi = eigh_tridiagonal(1 / h**2 + x**2 / 2,
                               np.full(x.size - 1, -0.5 / h**2),
                               select='i', select_range=(0, 12))
x_sq = np.array([(psi[:, n + 1] @ (x * psi[:, n])) ** 2 for n in range(12)])
weights = np.exp(-(levels[:12] - levels[0]) * phonon_eV / (kB_eV * T))
factor_numeric = 2 * np.sum(weights * x_sq) / np.sum(weights)
assert abs(factor_numeric / (N + 1) - 1) < 1e-3

# Test: golden-rule sum over the k-points of a finite crystal, in SI units.
# Finite shell width and finite box leave an error of order one percent.
L = 300e-9
half_width = 0.005 * sc.e
E_SI = final_eV * sc.e
masses_SI = np.array([mt_rel, mt_rel, ml_rel]) * sc.m_e
axes = []
for mass in masses_SI:
    kmax = np.sqrt(2 * mass * (E_SI + half_width)) / sc.hbar
    n = int(kmax * L / (2 * np.pi)) + 2
    k = (np.arange(-n, n + 1) + 0.31) * 2 * np.pi / L
    axes.append((sc.hbar * k) ** 2 / (2 * mass))
E_grid = axes[0][:, None, None] + axes[1][None, :, None] + axes[2]
shell_states = int(np.sum(np.abs(E_grid - E_SI) < half_width))
omega_SI = phonon_eV * sc.e / sc.hbar
M2_SI = sc.hbar * (D_eV_cm * 100 * sc.e) ** 2 * factor_numeric
M2_SI /= 2 * (rho * 1000) * L**3 * omega_SI
W_sum = 2 * np.pi / sc.hbar * M2_SI * shell_states / (2 * half_width)
assert abs(W_sum / W - 1) < 0.02


def states_below(E_eV):
    """Ellipsoid volume in k-space over (2 pi)^3, per cm^3 and spin."""
    semi = [np.sqrt(2 * m * E_eV * eV) / hbar for m in (mt, mt, ml)]
    return 4 * np.pi / 3 * semi[0] * semi[1] * semi[2] / (2 * np.pi) ** 3


# Test: the golden rule itself. One initial state is coupled to a dense set
# of final levels; exact diagonalization gives its survival probability.
# Corrections of relative order hbar W / E_f (a few percent) are expected.
M2_volume = hbar * (D_eV_cm * eV) ** 2 * (N + 1) / (2 * rho * omega)
edges = np.linspace(0, 0.4, 801)
coupling = np.sqrt(M2_volume * np.diff(states_below(edges))) / eV
H = np.diag(np.concatenate([[final_eV], (edges[1:] + edges[:-1]) / 2]))
H[0, 1:] = H[1:, 0] = coupling
val, vecs = np.linalg.eigh(H)
times = np.linspace(0.1e-12, 0.4e-12, 61)
amplitude = np.exp(-1j * np.outer(times, val) / hbar_eV) @ vecs[0] ** 2
W_decay = -np.polyfit(times, np.log(np.abs(amplitude) ** 2), 1)[0]
assert abs(W_decay / W - 1) < 0.04

# Nonparabolic band, E(1 + alpha E) = parabolic energy: formula for the
# density-of-states factor against a derivative of the state count.
np_factor = np.sqrt(1 + alpha * final_eV) * (1 + 2 * alpha * final_eV)
dE = 1e-5
up, down = final_eV + dE, final_eV - dE
slope = (states_below(up * (1 + alpha * up))
         - states_below(down * (1 + alpha * down))) / (2 * dE * eV)
assert abs(slope / dos(final_eV) / np_factor - 1) < 1e-6


def well_rate(width_nm):
    """Emission from the lowest subband of a hard-wall (100) well, valleys
    with m_l across the well; E_f counted from the lowest subband."""
    width = width_nm * 1e-7
    E1 = (hbar * np.pi / width) ** 2 / (2 * ml) / eV
    n_max = int(np.sqrt((final_eV + E1) / E1))
    s = (np.arange(4000) + 0.5) / 4000
    first = 2 * np.sin(np.pi * s) ** 2
    overlap = sum(np.mean(first * 2 * np.sin(n * np.pi * s) ** 2)
                  for n in range(1, n_max + 1)) / width
    dos_well = mt / (2 * np.pi * hbar**2) * overlap
    return 2 * np.pi / hbar * M2_volume * dos_well, n_max


# Test: a wide well must return the bulk rate (discreteness about 1/100).
assert abs(well_rate(200)[0] / W - 1) < 0.02


def filling(density):
    """Occupation at E_f for electrons shared by six valleys, two spins."""
    def total(mu):
        f = lambda r: 2 * r * dos(r * r) * eV * expit((mu - r*r) / (kB_eV*T))
        return 12 * quad(f, 0, np.sqrt(2.0))[0]
    mu = brentq(lambda m: np.log(total(m) / density), -0.5, 0.8)
    return expit((mu - final_eV) / (kB_eV * T))


# The rate rounds to the claimed 6e12 per second.
assert 5.5e12 < W < 6.5e12

W_abs = np.pi * (D_eV_cm * eV) ** 2 * N / (rho * omega)
W_abs *= dos(initial_eV + phonon_eV)
k_long = np.sqrt(2 * ml * final_eV * eV) / hbar
W_soft = emission_rate(initial_eV - 0.061, ph_eV=0.061)

print(f"Coupling D: {D_eV_cm:.2e} eV/cm = {D_eV_cm*eV:.4e} erg/cm")
print(f"Phonon energy: {phonon_eV*1e3:.1f} meV")
print(f"Phonon angular frequency: {omega:.4e} 1/s")
print(f"Final, initial energy: {final_eV:.3f}, {initial_eV:.3f} eV")
print(f"Temperature: {T:.0f} K; k_B T = {kB_eV*T*1e3:.2f} meV")
print(f"Masses m_l, m_t: {ml_rel:.2f}, {mt_rel:.2f} m")
print(f"Density-of-states mass m_d: {md/m0:.4f} m = {md:.4e} g")
print(f"Mass density: {rho:.2f} g/cm^3")
print(f"Phonon energy over k_B T: {phonon_eV/(kB_eV*T):.4f}")
print(f"Occupation N: {N:.4f}; emission factor N+1: {N+1:.4f}")
print(f"N+1 from numerical oscillator: {factor_numeric:.4f}")
print(f"Ring wave energy / formula: {ring_energy/wave_formula:.6f}")
print(f"|M|^2 times volume: {M2_volume:.4e} erg^2 cm^3")
print(f"g(E_f), one spin, one valley: {dos(final_eV)*eV:.4e} 1/(eV cm^3)")
print(f"g(E_f) in cgs: {dos(final_eV):.4e} 1/(erg cm^3)")
print(f"EMISSION RATE W: {W:.3e} 1/s")
print(f"Mean time to emission 1/W: {1e12/W:.3f} ps")
print(f"Rate if both spins were (wrongly) counted: {2*W:.3e} 1/s")
print(f"k-points in shell of finite crystal: {shell_states}")
print(f"Rate from k-point sum: {W_sum:.3e} 1/s")
print(f"Rate from exact decay model: {W_decay:.3e} 1/s")
print(f"Absorption rate from same initial state: {W_abs:.3e} 1/s")
print(f"Nonparabolicity: {alpha:.1f} 1/eV; rate factor {np_factor:.3f}")
print(f"Rate with nonparabolicity: {W*np_factor:.3e} 1/s")
print(f"Rate at 400 K: {emission_rate(final_eV, temp=400.0):.3e} 1/s")
for dens in (1e19, 1e20):
    print(f"Final-state filling at {dens:.0e} 1/cm^3: {filling(dens):.4f}")
for width in (3, 4, 5):
    rate, count = well_rate(width)
    print(f"Well {width} nm: {count} final subband(s), {rate:.3e} 1/s")
print(f"Rate, 61 meV phonon, same initial energy: {W_soft:.3e} 1/s")
print(f"Long semi-axis of final ellipsoid: {k_long:.3e} 1/cm")
print(f"  in units of 2 pi/a: {k_long*lattice_cm/(2*np.pi):.3f}")
print(f"Lattice constant a: {lattice_cm*1e7:.3f} nm")
print(f"Broadening hbar W: {hbar_eV*W*1e3:.2f} meV")
for scale in (0.8, 1.2):
    r = emission_rate(final_eV, D=scale * D_eV_cm)
    print(f"Rate with D times {scale:.1f}: {r:.3e} 1/s")
print("ALL CHECKS PASSED")
```

Output:

```
Coupling D: 1.10e+09 eV/cm = 1.7624e-03 erg/cm
Phonon energy: 63.0 meV
Phonon angular frequency: 9.5714e+13 1/s
Final, initial energy: 0.100, 0.163 eV
Temperature: 300 K; k_B T = 25.85 meV
Masses m_l, m_t: 0.92, 0.19 m
Density-of-states mass m_d: 0.3214 m = 2.9281e-28 g
Mass density: 2.33 g/cm^3
Phonon energy over k_B T: 2.4369
Occupation N: 0.0958; emission factor N+1: 1.0958
N+1 from numerical oscillator: 1.0958
Ring wave energy / formula: 1.000000
|M|^2 times volume: 8.0474e-48 erg^2 cm^3
g(E_f), one spin, one valley: 1.9629e+20 1/(eV cm^3)
g(E_f) in cgs: 1.2252e+32 1/(erg cm^3)
EMISSION RATE W: 5.874e+12 1/s
Mean time to emission 1/W: 0.170 ps
Rate if both spins were (wrongly) counted: 1.175e+13 1/s
k-points in shell of finite crystal: 52943
Rate from k-point sum: 5.868e+12 1/s
Rate from exact decay model: 5.865e+12 1/s
Absorption rate from same initial state: 7.721e+11 1/s
Nonparabolicity: 0.5 1/eV; rate factor 1.127
Rate with nonparabolicity: 6.621e+12 1/s
Rate at 400 K: 6.388e+12 1/s
Final-state filling at 1e+19 1/cm^3: 0.0086
Final-state filling at 1e+20 1/cm^3: 0.2066
Well 3 nm: 1 final subband(s), 5.938e+12 1/s
Well 4 nm: 2 final subband(s), 7.422e+12 1/s
Well 5 nm: 2 final subband(s), 5.938e+12 1/s
Rate, 61 meV phonon, same initial energy: 6.175e+12 1/s
Long semi-axis of final ellipsoid: 1.554e+07 1/cm
  in units of 2 pi/a: 0.134
Lattice constant a: 0.543 nm
Broadening hbar W: 3.87 meV
Rate with D times 0.8: 3.760e+12 1/s
Rate with D times 1.2: 8.459e+12 1/s
ALL CHECKS PASSED
```
